# The Thomas–Reiche–Kuhn sum rule: proof, conditions and numerical tests, part 2

The Thomas–Reiche–Kuhn rule says that the oscillator strengths of \(N\) electrons sum to \(N\). Here its assumptions are given up one at a time, to explain why a sum of the same form for formaldehyde gives about 16 or about 23, depending on the one-electron Hamiltonian.

Hartree atomic units are used (bohr, hartree; 1 hartree = 27.2114 eV). Electron \(i\) has position components \(x_{ia}\) and momenta \(p_{ia}=-i\,\partial/\partial x_{ia}\). With fixed nuclei,
\[
H = \sum_{i=1}^{N} \tfrac12\,\boldsymbol\pi_i^2 + V(\mathbf r_1,\dots,\mathbf r_N), \qquad \boldsymbol\pi_i = \mathbf p_i + \mathbf A(\mathbf r_i), \tag{1}
\]
where \(\mathbf A\) is a static vector potential and \(V\) is local (it commutes with positions). With \(D_a=\sum_i x_{ia}\), eigenstates \(|n\rangle\) of energy \(E_n\) and bound initial state \(|0\rangle\),
\[
f^{\,a}_{n0} = 2\,(E_n - E_0)\,\bigl|\langle n|D_a|0\rangle\bigr|^2 , \tag{2}
\]
\[
S_a \equiv \sum_n f^{\,a}_{n0} = N \tag{3}
\]

The proof used, dropping \(a\) in the last two lines,
\[
[D_a,[H,D_b]] = -i\sum_{i,j}[x_{ia},\pi_{jb}] = (-i)(i)\sum_{i,j}\delta_{ij}\,\delta_{ab} = N\,\delta_{ab}. \tag{8}
\]
\[
\langle 0|[D,[H,D]]|0\rangle = 2\,\langle 0|D\,(H-E_0)\,D|0\rangle = 2\,\langle\phi|(H-E_0)|\phi\rangle, \qquad |\phi\rangle = D|0\rangle. \tag{9}
\]
\[
2\,\langle\phi|(H-E_0)|\phi\rangle = \sum_n 2\,(E_n-E_0)\,|\langle n|D|0\rangle|^2 = S. \tag{10}
\]
Equation (10) needs complete eigenstates and a \(\phi\) that satisfies the boundary conditions of \(H\). For \(\mathbf A=0\) and real \(\psi\), dropping the surface term \(D\psi^2\),
\[
2\langle\phi|(H-E_0)|\phi\rangle = -2\int D\,\psi\sum_i\partial_{ia}\psi = -\sum_i\int D\,\partial_{ia}(\psi^2) = \sum_i\int\psi^2\,\partial_{ia}D = N, \tag{11}
\]

Terms of first degree in the momentum, such as spin–orbit coupling \(\xi(r)\,\mathbf L\cdot\mathbf S\), leave the sum at \(N\). The hydrogen ground state is \(\psi_{1s} = \pi^{-1/2}e^{-r}\). The two-electron model on a line has
\[
V = -\frac{2}{\sqrt{x_1^2+1}} - \frac{2}{\sqrt{x_2^2+1}} + \frac{\lambda}{\sqrt{(x_1-x_2)^2+1}},
\]
Switching the repulsion on (\(\lambda=0\to1\)) lowers its first strength \(f_{10}\) from 1.85699 to 1.30797, but the total stays 2.00000.

A kinetic energy \(T(\mathbf p)\) that is not quadratic does change the result. In the momentum representation \(x = i\,\partial/\partial p_x\), so on a function \(\chi(\mathbf p)\) one has \([T,x]\chi = iT\chi' - i(T\chi)' = -iT'\chi\), with primes for \(\partial/\partial p_x\), and \([x,-iT']\chi = i(-iT'\chi)' - (-iT')\,i\chi' = T''\chi\). Thus
\[
[x,[T,x]] = \frac{\partial^2T}{\partial p_x^2}, \tag{12}
\]
which is the inverse of the inertial mass along \(x\), and the sum becomes \(\sum_i\langle\partial^2T/\partial p_{ix}^2\rangle\). For \(T=p^2/2\) this is 1 per electron. The leading relativistic correction to the kinetic energy is \(-p^4/8c^2\). Since \(\partial(p^2)^2/\partial p_x = 4p_xp^2\) and its derivative is \(4p^2+8p_x^2\), the sum changes by \(-\langle4p^2+8p_x^2\rangle/8c^2\) per electron. Averaged over directions, \(p_x^2\to p^2/3\), and this is \(-\tfrac56\langle p^2\rangle/c^2\). For hydrogen 1s, \(\langle p^2\rangle = \int|\nabla\psi|^2d^3r = \int\psi^2d^3r = 1\), and with \(c\) roughly 140 in these units the change is a few parts in \(10^5\). It grows with the square of the nuclear charge, and the \(p^4\) term is meaningful only as a first-order correction.

A nucleus that can move is a second modification of the kinetic energy. For a neutral atom with nuclear mass \(M\), coordinate \(X\), momentum \(P\) and charge \(N\), and with \(\mathbf A=0\), the dipole is \(-D'\) with \(D' = \sum_ix_i - NX\). The term \(P^2/2M\) gives \([P^2/2M,X] = -iP/M\), so \([H,D'] = -i\sum_ip_i + iNP/M\), and \([D',[H,D']] = N + (-N)(iN/M)(i) = N + N^2/M\). The correction relative to \(N\) is \(N/M\), small because \(M\) is more than a thousand electron masses per unit of nuclear charge.

The boundary condition matters in a more drastic way. In a box \(0<x<1\) with hard walls, \(\psi_n = \sqrt2\sin n\pi x\) and \(E_n = n^2\pi^2/2\), and \(x\psi_1\) vanishes at both walls, as required. From \(2\sin n\pi x\sin\pi x = \cos(n-1)\pi x - \cos(n+1)\pi x\) and \(\int_0^1x\cos m\pi x\,dx = [(-1)^m-1]/(m\pi)^2\) (one integration by parts), the matrix element vanishes for odd \(n>1\), and for even \(n\)
\[
\langle n|x|1\rangle = -\frac{2}{\pi^2}\left[\frac{1}{(n-1)^2}-\frac{1}{(n+1)^2}\right] = -\frac{8n}{\pi^2(n^2-1)^2}, \qquad f_{n1} = \frac{64\,n^2}{\pi^2(n^2-1)^3}.
\]
For \(n=2\) this is \(256/27\pi^2 = 0.96067\), for \(n=4\) it is 0.03074, and the sum to \(n=100\) is 1.00000. On a ring of length \(L\), by contrast, \(\psi_n = L^{-1/2}e^{ik_nx}\) with \(k_n = 2\pi n/L\) and \(E_n = k_n^2/2\). For \(n\ne0\), integration by parts gives
\[
\langle n|x|0\rangle = \frac1L\int_0^Lx\,e^{-ik_nx}dx = \frac1L\left[\frac{x\,e^{-ik_nx}}{-ik_n}\right]_0^L + \frac{1}{ik_nL}\int_0^Le^{-ik_nx}dx = \frac{i}{k_n},
\]
the last integral being zero over whole periods. Every transition has \(f = 2\cdot\tfrac12k_n^2\cdot k_n^{-2} = 1\); the forty states with \(0<|n|\le20\) add to 40.000, and the sum diverges. The formal commutator is still 1. Both (9) and (10) fail. In (9), \(H\) cannot be turned to act on the left, because \(x^2\psi_0\) is not periodic: \(\int_0^L\psi_0\,(-\tfrac12)(x^2\psi_0)''\,dx = -1\) instead of \(E_0\langle x^2\rangle = 0\). With \(H\) acting as a differential operator inside the interval, \((H-E_0)\,x\psi_0 = 0\), so the two sides of (9) are 1 and 0; the difference is the surface term \(L\psi_0^2 = 1\) that was dropped in (11). In (10), \(H\) cannot act term by term, because \(x\psi_0\) jumps from its value at \(L\) to zero where the ring closes, so it is not periodic and its kinetic energy on the ring is infinite. The position operator cannot be used in this way for crystals described with periodic boundary conditions.

The assumption on the potential itself fails when it is nonlocal, meaning that it acts through a kernel, \((W\psi)(\mathbf r) = \int W(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r'\). Multiplying by \(x\) before the kernel acts supplies \(x'\), and multiplying afterwards supplies \(x\). So \([W,x]\) has the kernel \(W\,(x'-x)\), the commutator \([x,K]\) with any kernel \(K\) has the kernel \((x-x')K\), and \([x,[W,x]]\) has the kernel \(-(x-x')^2\,W\). For one electron,
\[
S = 1 - \iint\psi^*(\mathbf r)\,(x-x')^2\,W(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r\,d^3r'. \tag{13}
\]
A local potential has \(W = V(\mathbf r)\,\delta(\mathbf r-\mathbf r')\), and the factor \((x-x')^2\) removes it. A nonlocal one moves amplitude from \(\mathbf r'\) to \(\mathbf r\), as kinetic energy does, and so contributes to the velocity and the inertia. As a test, take one electron on a line in the local well \(-1/\sqrt{x^2+1}\) plus \(W = -g\,\chi(x)\chi(x')\), with \(g=0.5\) hartree and \(\chi = \pi^{-1/4}e^{-(x-0.5)^2/2}\) as chosen inputs. Expanding \((x-x')^2 = x^2 - 2xx' + x'^2\) and defining \(m_k = \int\psi\,\chi\,x^k\,dx\) for the real ground state turns (13) into \(S = 1+2g\,(m_0m_2-m_1^2)\). The ground state lies at \(-1.12789\) hartree, and the magnitudes are \(|m_0|=0.97574\), \(|m_1|=0.41089\) bohr and \(|m_2|=0.77896\) bohr², with \(m_0\) and \(m_2\) of the same sign. Then \(m_0m_2 = 0.76006\), \(m_1^2=0.16883\), \(2g=1\), and \(S=1.59123\); the explicit sum over all eigenstates gives 1.591234. Nonlocal pseudopotentials, which replace the core electrons by a kernel of this kind, break the rule by the same mechanism.

For a molecule the full spectrum of the interacting Hamiltonian is out of reach, but the theorem applies equally to a Hamiltonian of independent electrons, \(H=\sum_ih(i)\), with \(h\varphi_n = \varepsilon_n\varphi_n\). Its eigenstates are Slater determinants whose energies are sums of orbital energies. Take a closed shell, with \(N/2\) real spatial orbitals \(\varphi_i\) each occupied with both spins. Acting on a product of orbitals, \(\sum_ix_i\) gives a sum of products with one factor multiplied by \(x\), and since \(D\) commutes with antisymmetrization, \(D\) acting on the determinant gives a sum of determinants, in each of which one spin orbital \(\varphi_i\) is replaced by \(x\varphi_i = \sum_n\varphi_n\langle n|x|i\rangle\) with its spin unchanged. The term \(n=i\) returns the original state. A term in which \(n\) is another occupied orbital produces a determinant containing the same spin orbital twice, which is zero. What remains are single excitations from an occupied \(i\) to an empty \(v\), with amplitude \(\langle v|x|i\rangle\) and excitation energy \(\varepsilon_v-\varepsilon_i\). Each occurs for two spins, so
\[
S = 4\sum_{i}^{\rm occ}\sum_v^{\rm empty}(\varepsilon_v-\varepsilon_i)\,|\langle v|x|i\rangle|^2. \tag{14}
\]
The double sum \(\sum_{i,j}^{\rm occ}(\varepsilon_j-\varepsilon_i)|\langle j|x|i\rangle|^2\) is zero, because exchanging the names \(i\) and \(j\) reverses its sign. Adding four times this zero extends \(v\) to all orbitals, and (9) and (10) for one electron give
\[
S = 2\sum_i^{\rm occ}\langle i|[x,[h,x]]|i\rangle. \tag{15}
\]
For local \(h\) this is \(2\cdot N/2=N\). The share of one orbital in (14) is not 2, however, but \(2 - 4\sum_j^{\rm occ}(\varepsilon_j-\varepsilon_i)|\langle j|x|i\rangle|^2\). A core orbital loses its upward transitions into occupied orbitals and contributes less than 2, and the valence orbitals lose downward transitions, which are negative terms, and together gain the same amount.

Formaldehyde, H₂CO, has \(N=16\) and eight occupied orbitals. The chosen geometry, roughly that of the real molecule, puts C at the origin, O at \(z=1.21\) Å and the H atoms at \(y=\pm0.94\) Å, \(z=-0.59\) Å, so that \(x\) is normal to the plane. The first choice of \(h\) is the Kohn–Sham operator in the local density approximation (LDA). All that matters here is its form, \(h = \tfrac12p^2+v(\mathbf r)\): the function \(v\) is found self-consistently from the electron density, but once found it is a fixed local potential, and (15) predicts 16 in each direction. The orbitals are expanded in a finite set of Gaussian functions, which violates completeness. In the cc-pVDZ basis of 38 functions, (14) gives 13.829, 14.037 and 13.179 for \(x\), \(y\), \(z\), with mean 13.682, which is 14.5 % low. The oxygen 1s orbital supplies only 0.437, the carbon 1s 0.609 and the six valence orbitals 12.635. The reason is visible in (10): the sum measures the energy of the function \(x\varphi_i\), and for a compact 1s orbital this is a compact p-like function, which a basis built for valence chemistry cannot represent. An extended basis of 110 functions was therefore made from the uncontracted s Gaussians of cc-pVDZ (and, on C and O, its uncontracted p Gaussians) by adding p functions with exponents taken from the s set and d functions with exponents taken from the p set, since \(x\) times an s Gaussian is a p Gaussian of the same exponent plus a multiple of the s Gaussian. One level up, \(x\) times a p Gaussian gives d Gaussians of the same exponent, a multiple of the p Gaussian and, for the p function along \(x\), also a spherical part \(r^2e^{-\alpha r^2}\), which is left to the s functions already in the basis. The sums become 16.105, 16.177 and 16.093, with mean 16.125, made up as \(1.813+1.891+12.421\) from O 1s, C 1s and valence. The core shares lie below 2 and the valence share above 12, as the previous paragraph requires. The decimals belong to this basis: in a larger one of 186 functions the sums move by up to 0.09, to 16.070, 16.085 and 16.062 with mean 16.072, the shares move by about 0.02, and the share formula, which needs only the occupied orbitals, gives 1.78, 1.86 and 12.36.

The mean now lies 0.78 % above 16. An overshoot may be unexpected, since omitting positive terms from a sum can only lower it, but a finite basis does not simply omit terms: its eigenvectors and eigenvalues are approximations to the exact ones, and the error can have either sign. The rule cannot hold for all states of a finite matrix problem in any case. The trace of a commutator of finite matrices is zero, so the values of \(\langle n|[x,[h,x]]|n\rangle\) add to zero over the basis rather than each being 1. For a local \(h\), a large deviation of \(S\) from \(N\) shows that a basis describes the occupied orbitals \(\varphi_i\) or the functions \(x\varphi_i\) poorly, but closeness alone does not prove the opposite, since errors of opposite sign can cancel: in cc-pVDZ the valence share lies above its extended-basis value while the core shares lie far below theirs.

The second choice of \(h\) is the Fock operator of Hartree–Fock theory. It contains the kinetic energy, the local potentials of the nuclei and of the average electron cloud, and the exchange term, whose kernel is
\[
W(\mathbf r,\mathbf r') = -\frac{\rho(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}, \qquad \rho(\mathbf r,\mathbf r') = \sum_j^{\rm occ}\varphi_j(\mathbf r)\varphi_j(\mathbf r').
\]
Inserting (13) for each orbital in (15), and noting that \(\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r')\) is a second factor \(\rho\),
\[
S_a = N + 2\iint\rho(\mathbf r,\mathbf r')^2\,\frac{(x_a-x_a')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]
The three squares add to \(|\mathbf r-\mathbf r'|^2\), so the mean over directions is
\[
\bar S = N+\Delta, \qquad \Delta = \frac23\iint\rho(\mathbf r,\mathbf r')^2\,|\mathbf r-\mathbf r'|\,d^3r\,d^3r'. \tag{16}
\]
The excess is positive. By orthonormality \(\iint\rho^2 = \sum_{ij}\langle i|j\rangle^2 = N/2\), so \(\Delta = N\,\overline{r_{12}}/3\), where \(\overline{r_{12}}\) is the mean distance, in bohr, between the two points when pairs are weighted by \(\rho^2\); it measures the range of the exchange hole. Quadrature over pairs of grid points with the Hartree–Fock orbitals gives \(\iint\rho^2 = 7.999\) against the exact 8 and \(\iint\rho^2|\mathbf r-\mathbf r'| = 10.425\) bohr. Hence \(\overline{r_{12}} = 10.425/7.999 = 1.303\) bohr, \(\Delta = \tfrac23\times10.425 = 6.950\) and \(N+\Delta = 22.950\). The explicit sum (14) with Hartree–Fock orbitals and energies in the extended basis gives 22.559, 22.872 and 23.760, with mean 23.063, which is 0.50 % above the prediction, a difference of 0.113, of the same size and sign as the excess of 0.125 found in the local case in this basis. These figures are also basis dependent: with the 186 functions \(\overline{r_{12}}\) becomes 1.307 bohr, \(N+\Delta\) becomes 22.97, the sums become 22.579, 22.791 and 23.765 with mean 23.045, and the directional integrals for \(S_a\) give 22.51, 22.71 and 23.70. The three directions now differ by more than one unit, against less than a tenth for LDA in the same basis, because the correction depends on the shape of the hole; the sum is largest along the C–O axis and smallest normal to the plane. The shares are 1.991 from O 1s, 2.147 from C 1s and 18.925 from the valence orbitals (each moving by about 0.01 in the larger basis), so nearly all of the excess comes from the valence electrons, whose orbitals are the extended ones.

The value 23 is a property of the sum over orbital-energy differences of the Fock operator and not of the molecule. The true Hamiltonian of formaldehyde with fixed nuclei has the form (1), with local Coulomb repulsion, and its oscillator strengths sum to 16. The nonlocality enters when Hartree–Fock theory represents part of the two-electron repulsion by the exchange term of a one-electron operator, and the differences \(\varepsilon_v-\varepsilon_i\) of that operator are not the excitation energies of the interacting system. The agreement of the LDA sum with 16 likewise does not show that the individual LDA strengths are correct; as the two-electron model showed, very different distributions of strength share the same total.

The numerical check below tests these statements by separate routes. It applies the operators symbolically to an arbitrary wave function, with arbitrary \(V\) and \(\mathbf A\), for one, two and three electrons in a plane and confirms (8); it confirms in three dimensions that each component \(\xi L_a\) has a vanishing double commutator and that \(p^4\) gives \(4p^2+8p_x^2\). For hydrogen, the two-electron model and the separable potential it diagonalizes the Hamiltonian, adds the strengths state by state, and compares the total with 1, with 2 and with (13). For the box and the ring it computes the matrix elements by quadrature. For formaldehyde it compares (14) with 16 and with (16), allowing about 3 % for the finite basis, and it checks the pair quadrature on two integrals known independently, the norm 8 and the second moment \(\iint\rho^2|\mathbf r-\mathbf r'|^2\), for which the grid and the orbital integrals both give 22.25 bohr².

## Calculated quantities

```
1 hartree = 27.2114 eV
symbolic: [Da,[H,Db]] = N delta_ab (N=1,2,3); L.S gives 0; p^4 gives 4p^2+8px^2
H: sphere radius 300 bohr, E(1s) = -0.500000 Eh, E(2p) = -0.125000 Eh
H: 1s-2p gap = 0.375000 Eh = 10.204 eV
H: |<2p0|z|1s>| = 0.744936 bohr; 2^13/3^9 = 0.416197
H: f(2p,3p,4p,5p) = 0.41620 0.07910 0.02899 0.01394
H: bound 0.565, continuum 0.435, total 1.0000000
1D model: Z = 2, softening 1 bohr, h = 0.5 bohr, |x| <= 12 bohr, 1225 singlets
  repulsion x0: E0 = -2.96691 Eh, E1 = -2.25561 Eh, f10 = 1.85699, sum = 2.00000
  repulsion x1: E0 = -2.23828 Eh, E1 = -1.70463 Eh, f10 = 1.30797, sum = 2.00000
  |<1|D|0>| = 1.10702 bohr, ionization threshold = -1.48346 Eh
  from ground: below threshold 1.5635, above 0.4365
  from state 1: down -1.30797, up 3.30797, sum 2.00000
nonlocal: g = 0.5 Eh, chi Gaussian, centre 0.5 bohr, width 1 bohr, E0 = -1.12789 Eh
  |m0|,|m1|,|m2| = 0.97574, 0.41089 bohr, 0.77896 bohr^2
  sum over states 1.591234, kernel formula 1.591234
box L = 1 bohr: f(1-2) = 0.96067, f(1-4) = 0.03074, sum to n=100 1.00000
ring L = 1 bohr: each f = 1.00000, sum over |n| <= 20 = 40.000
H2CO (angstrom): C 0 0 0; O 0 0 1.21; H 0 0.94 -0.59; H 0 -0.94 -0.59
N = 16; basis sizes: cc-pVDZ 38, extended 110
LDA cc-pVDZ: Sx,Sy,Sz = 13.829 14.037 13.179, mean 13.682
  from O1s 0.437, C1s 0.609, valence 12.635
LDA extended: Sx,Sy,Sz = 16.105 16.177 16.093, mean 16.125
  from O1s 1.813, C1s 1.891, valence 12.421
HF extended: Sx,Sy,Sz = 22.559 22.872 23.760, mean 23.063
  from O1s 1.991, C1s 2.147, valence 18.925
grid check: int rho^2 = 7.999 (exact 8); r12^2 moment 22.25 vs 22.25 bohr^2
int rho^2 r12 = 10.425 bohr, Delta = 6.950, N + Delta = 22.950
mean r12 in the exchange hole = 1.303 bohr
deviations: LDA ext 0.78 %, cc-pVDZ -14.5 %, HF vs N+Delta 0.50 %
```
